\section*{Metallurgical Junctions of Two Overlapping Gaussian Implants}

\section{When does a buried layer exist?}

Suppose that boron is to form a buried p layer inside a broader phosphorus implant. If the boron dose is too low, phosphorus dominates at every depth and the layer is missing altogether. Comparing the two peak concentrations does not settle the matter. When the ranges differ, the boron can win on the flank of the phosphorus profile although its own peak is the lower of the two. A design rule based on peaks then rejects doses that do give a region of net acceptors, and it gives no junction depths. What is needed is a condition on doses, ranges and straggles together.

\subsection{Model and statement}

Let depth $x$ run over the whole real line, with no surface and no other doping. The donor and acceptor concentrations are
\begin{equation}
N_i(x)=P_i\,e^{-(x-R_i)^2/(2\sigma_i^2)},\qquad
P_i=\frac{Q_i}{\sqrt{2\pi}\,\sigma_i},\qquad i=D,A,
\label{profiles}
\end{equation}
where $Q_i>0$ is the dose per area, $R_i$ the projected range, $\sigma_i$ the straggle and $P_i$ the peak concentration. The prefactor makes the integral of $N_i$ equal to $Q_i$. In the algebra lengths are in bohr; since the relations for the junctions are homogeneous in length, nanometres may be inserted in them directly.

A metallurgical junction is a depth at which $N_D-N_A$ changes sign. A depth where the profiles merely touch is not a junction. Define
\begin{equation}
\Delta=R_A-R_D,\qquad
L=\ln\frac{P_D}{P_A}=\ln\frac{Q_D\sigma_A}{Q_A\sigma_D},
\label{defs}
\end{equation}
\begin{equation}
S=\Delta^2-2(\sigma_D^2-\sigma_A^2)L .
\label{S}
\end{equation}
For $\sigma_D\neq\sigma_A$ there are two junctions if $S>0$ and none if $S\le 0$. Overlap is not a further condition, because both Gaussians are positive everywhere.

\subsection{Reduction to a quadratic}

Both concentrations are positive and the logarithm is increasing, so $N_D-N_A$ has the same sign as $g=\ln(N_D/N_A)$. With $\xi=x-R_D$, and hence $x-R_A=\xi-\Delta$, equation \eqref{profiles} gives
\begin{align}
g&=L-\frac{\xi^2}{2\sigma_D^2}+\frac{(\xi-\Delta)^2}{2\sigma_A^2}\nonumber\\
&=L-\frac{\xi^2}{2\sigma_D^2}+\frac{\xi^2-2\Delta\xi+\Delta^2}{2\sigma_A^2}
=a\xi^2+b\xi+c,
\label{quadratic}
\end{align}
\begin{equation}
a=\frac{\sigma_D^2-\sigma_A^2}{2\sigma_D^2\sigma_A^2},\qquad
b=-\frac{\Delta}{\sigma_A^2},\qquad
c=L+\frac{\Delta^2}{2\sigma_A^2}.
\label{abc}
\end{equation}
Unequal straggles make $a\ne0$. A quadratic has at most two real zeros, which proves the bound of two junctions. At large $|\xi|$ the term $a\xi^2$ decides the sign: donors dominate at both ends if $\sigma_D>\sigma_A$, acceptors if $\sigma_A>\sigma_D$. The wider implant therefore lies on both outer sides, and any region won by the narrower one is enclosed between two junctions.

\subsection{The discriminant}

From \eqref{abc},
\begin{align}
b^2-4ac
&=\frac{\Delta^2}{\sigma_A^4}
-\frac{2(\sigma_D^2-\sigma_A^2)}{\sigma_D^2\sigma_A^2}
\left(L+\frac{\Delta^2}{2\sigma_A^2}\right)\nonumber\\
&=\frac{\Delta^2}{\sigma_A^4}
-\frac{(\sigma_D^2-\sigma_A^2)\Delta^2}{\sigma_D^2\sigma_A^4}
-\frac{2(\sigma_D^2-\sigma_A^2)L}{\sigma_D^2\sigma_A^2}.
\label{disc1}
\end{align}
The first two terms combine to
\begin{equation}
\frac{\Delta^2}{\sigma_A^4}\,
\frac{\sigma_D^2-(\sigma_D^2-\sigma_A^2)}{\sigma_D^2}
=\frac{\Delta^2}{\sigma_D^2\sigma_A^2},
\end{equation}
so that
\begin{equation}
b^2-4ac=\frac{S}{\sigma_D^2\sigma_A^2}.
\label{disc2}
\end{equation}
The denominator is positive, and the sign of $S$ decides. If $S>0$, $g$ has two simple zeros and changes sign at each. If $S=0$, then $g=a(\xi-\xi_0)^2$ touches zero without changing sign. If $S<0$, $g$ has no real zero. This proves the statement. In this model a single junction cannot occur with unequal straggles.

For $S>0$ the quadratic formula gives
\begin{equation}
\xi_\pm=\frac{-b\pm\sqrt{b^2-4ac}}{2a}
=\frac{\sigma_D^2\Delta\pm\sigma_D\sigma_A\sqrt S}
{\sigma_D^2-\sigma_A^2},
\label{xi}
\end{equation}
because $1/(2a)=\sigma_D^2\sigma_A^2/(\sigma_D^2-\sigma_A^2)$. Adding $R_D$ and using
$R_D(\sigma_D^2-\sigma_A^2)+\sigma_D^2(R_A-R_D)=\sigma_D^2R_A-\sigma_A^2R_D$, we obtain
\begin{equation}
x_{1,2}=\frac{\sigma_D^2R_A-\sigma_A^2R_D}{\sigma_D^2-\sigma_A^2}
\mp\frac{\sigma_D\sigma_A\sqrt S}{|\sigma_D^2-\sigma_A^2|}.
\label{junctions}
\end{equation}
The absolute value orders the depths as $x_1<x_2$, whichever implant is wider.

As a numerical test, 400 random pairs were drawn with wider straggle 1, narrower straggle between 0.4 and 0.85, range offset between $-2$ and $2$, and peak ratio between $e^{-3}$ and $e^{3}$. Scanning $N_D-N_A$ itself over 25 wide straggles to either side found no junction in 122 cases and two in 278. Each count agreed with the sign of $S$, and the depths agreed with \eqref{junctions}.

\section{Meaning of the condition}

\subsection{A threshold for the narrower dose}

Let $n$ and $w$ denote the narrower and the wider implant. Exchanging the roles of donor and acceptor reverses the sign of both factors in $(\sigma_D^2-\sigma_A^2)L$, so in either case
\begin{equation}
S=\Delta^2+2(\sigma_w^2-\sigma_n^2)\ln\frac{P_n}{P_w}.
\label{Snw}
\end{equation}
Divide $S>0$ by the positive quantity $2(\sigma_w^2-\sigma_n^2)$, exponentiate, and insert $P_n/P_w=Q_n\sigma_w/(Q_w\sigma_n)$:
\begin{equation}
Q_n>Q_c=Q_w\frac{\sigma_n}{\sigma_w}
\exp\left[-\frac{\Delta^2}{2(\sigma_w^2-\sigma_n^2)}\right].
\label{threshold}
\end{equation}
For equal ranges this is the comparison of peaks, $P_n>P_w$. An offset lowers the threshold, since the narrower implant then competes with the flank of the wider one. Both factors multiplying $Q_w$ are at most one, and the first is less than one. Hence $Q_n\ge Q_w$ is sufficient for two junctions, whatever the ranges, but it is not necessary.

The size of $S$ also has a meaning. The extremum of \eqref{quadratic} lies at $\xi=-b/(2a)$, midway between the junctions when they exist, and its value is
\begin{equation}
c-\frac{b^2}{4a}=-\frac{b^2-4ac}{4a}
=-\frac{S}{2(\sigma_D^2-\sigma_A^2)} .
\end{equation}
Written for the ratio of narrower to wider implant, this becomes
\begin{equation}
\max_x\frac{N_n}{N_w}
=\exp\left[\frac{S}{2(\sigma_w^2-\sigma_n^2)}\right]
=\frac{Q_n}{Q_c}.
\label{max}
\end{equation}
The condition $S>0$ thus says that the narrower implant exceeds the wider one somewhere.

\subsection{Sensitivity of the junctions}

At a zero of the quadratic, $g'=2a\xi_\pm+b=\pm\sqrt{b^2-4ac}$. By \eqref{disc2} the logarithmic slope has the same magnitude at both junctions,
\begin{equation}
|g'|=\kappa=\frac{\sqrt S}{\sigma_D\sigma_A}.
\label{kappa}
\end{equation}
Raising the narrower dose by a small fraction $\delta$ adds $\delta$ to $\ln(N_n/N_w)$ at leading order. This function is positive between the junctions, so each zero moves outward by $\delta/\kappa$. Near threshold $\kappa\to0$ and the depths become very sensitive to dose.

The slope of the net doping follows from $N_i'=N_i(\ln N_i)'$. At a junction both concentrations equal a common value $N_j$, and therefore
\begin{equation}
\frac{d}{dx}(N_D-N_A)=N_j\,g'.
\label{grade}
\end{equation}

\subsection{Equal straggles}

For $\sigma_D=\sigma_A=\sigma$ the coefficient $a$ vanishes. If $\Delta\ne0$, $g$ is linear with the single zero $\xi=-c/b=\Delta/2+\sigma^2L/\Delta$, or
\begin{equation}
x=\frac{R_D+R_A}{2}+\frac{\sigma^2L}{\Delta}.
\label{equal}
\end{equation}
If $\Delta=0$ as well, $g=L$ is constant and there is no junction.

For slightly unequal straggles and $\Delta\ne0$, one zero stays near \eqref{equal}. The sum of the zeros is
\begin{equation}
\xi_++\xi_-=-\frac ba=\frac{2\sigma_D^2\Delta}{\sigma_D^2-\sigma_A^2},
\end{equation}
which diverges as the straggles approach each other, so the other zero recedes to infinity. (For $\Delta=0$ and unequal doses there are either no zeros or two symmetric ones that both recede.) Take ranges of 500 nm for donors and 550 nm for acceptors, doses of $1.0\times10^{13}$ and $1.2\times10^{13}\ \mathrm{cm^{-2}}$, and both straggles 100 nm. The single junction lies at 488.5 nm. Changing the donor straggle to 101 nm gives junctions at 486.6 and 5588.5 nm. At the remote one each concentration is about $10^{-534}\ \mathrm{cm^{-3}}$. The second junction exists in the continuous model but has no physical content.

\section{A buried boron layer in silicon}

\subsection{Threshold and depths}

The following values are rough typical ones for implants of a few hundred keV into silicon, as used for retrograde wells. Phosphorus has $R_D=500$ nm, $\sigma_D=130$ nm and $Q_D=2\times10^{13}\ \mathrm{cm^{-2}}$. Boron has $R_A=550$ nm, $\sigma_A=95$ nm and $Q_A=3\times10^{13}\ \mathrm{cm^{-2}}$. The peaks are $6.14\times10^{17}$ and $1.26\times10^{18}\ \mathrm{cm^{-3}}$, so $L=-0.719$. With $\sigma_D^2-\sigma_A^2=16900-9025=7875\ \mathrm{nm^2}$,
\begin{equation}
S=50^2+2(7875)(0.719)\approx1.383\times10^4\ \mathrm{nm^2}>0.
\end{equation}
Equation \eqref{junctions} gives
\begin{equation}
x_{1,2}=607.3\mp\frac{130\times95\times117.6}{7875}
=607.3\mp184.4\ \mathrm{nm}.
\end{equation}
The junctions are at 423 and 792 nm (about 4230 and 7920 \AA). Each species has $5.15\times10^{17}\ \mathrm{cm^{-3}}$ at the first and $4.95\times10^{16}\ \mathrm{cm^{-3}}$ at the second.

The critical boron dose from \eqref{threshold} is
\begin{equation}
Q_c=2\times10^{13}\,\frac{95}{130}\,e^{-2500/15750}
=1.25\times10^{13}\ \mathrm{cm^{-2}}.
\end{equation}
Numerical maximisation of the density ratio gives the same value. Equal peaks would require $1.46\times10^{13}\ \mathrm{cm^{-2}}$; doses between the two figures give a layer of net acceptors although the boron peak is the lower one. Such a layer is metallurgical only. With the n-type substrate and the equilibrium Poisson equation used below, it is depleted at 300 K: even at $1.46\times10^{13}\ \mathrm{cm^{-2}}$ the hole sheet density is only about $10^8\ \mathrm{cm^{-2}}$, against $7\times10^{11}\ \mathrm{cm^{-2}}$ net acceptors. A conducting layer needs a larger dose than $Q_c$. At $1.0\times10^{13}\ \mathrm{cm^{-2}}$, with all else fixed, $S=-3477\ \mathrm{nm^2}$ and a scan finds no junction. The chosen dose is 2.41 times critical, which by \eqref{max} is also the largest boron-to-phosphorus ratio. Since $\kappa=117.6/(130\times95)=0.00952\ \mathrm{nm^{-1}}$, five per cent more boron moves each junction outward by about 5 nm.

\subsection{Annealing}

For a constant diffusivity $D_i$, each profile obeys $\partial_tN_i=D_i\partial_x^2N_i$. Its Fourier component at wavenumber $k$ is multiplied by $e^{-D_ik^2t}$, while that of a Gaussian is proportional to $e^{-\sigma_i^2k^2/2}$ apart from a phase fixed by $R_i$. The product is again Gaussian, with
\begin{equation}
\sigma_i^2\to\sigma_i^2+2D_it .
\label{anneal}
\end{equation}
Range and dose are unchanged, so the criterion holds with the new straggles.

Take 600 s at 1273 K with rough intrinsic diffusivities of $8.99\times10^{-15}$ for phosphorus and $1.113\times10^{-14}\ \mathrm{cm^2/s}$ for boron (the digits serve only to reproduce the numbers below). The straggles become 134.1 and 101.8 nm. A numerical diffusion solution with a sealed surface puts the junctions at 414.7 and 821.3 nm, in agreement with \eqref{junctions} and \eqref{anneal} to within 0.05 nm. Because the boron dose exceeds the phosphorus dose, this broadening cannot remove the p layer in the infinite medium while boron remains the narrower species.

\subsection{Where a wafer departs from the model}

A surface removes any junction that would lie at $x<0$, so a half-space can show just one. Here the surface is remote: a fraction $6\times10^{-5}$ of the phosphorus Gaussian lies beyond it.

Substrate doping $N_B$ changes the asymptotic regions. For an n-type substrate, \eqref{grade} predicts that each junction moves into the p layer by $N_B/(N_j\kappa)$ at first order. With $N_B=10^{15}\ \mathrm{cm^{-3}}$ this is 0.2 and 2.1 nm; the full solution gives 423.1 and 789.7 nm. A p-type substrate of the same concentration gives four junctions, at 34, 423, 794 and 962 nm. The outer two arise where the net donor concentration of the two implants falls below the substrate doping. The bound of two therefore requires the absence of such a background.

The Gaussian shape is a more serious assumption. Boron at these energies has a profile skewed towards the surface. A Pearson IV profile with the same range and straggle, skewness $-1$ and kurtosis 5.2, both rough, moves the main junctions to 457 and 717 nm, shifts of 34 and 74 nm. An extra junction appears at 81 nm, where the shallow boron tail overtakes phosphorus. The deep tail does the same near 2000 nm, but at concentrations too small to have physical content. The n-type substrate of $10^{15}\ \mathrm{cm^{-3}}$ removes both and leaves 457 and 717 nm. Near the surface it does so only narrowly: with $8\times10^{14}\ \mathrm{cm^{-3}}$ a shallow junction remains at 43 nm, and a kurtosis of 5.5 instead of 5.2 also leaves a shallow p region. Phosphorus was kept Gaussian in this comparison.

Implantation damage can also enhance diffusion during the first part of an anneal. If it gives boron alone an extra rms displacement of 50 nm, a chosen size, the junctions without furnace diffusion lie at 412 and 902 nm. In this example skewness and transient diffusion move the deep junction by tens of nanometres to about a hundred. The Gaussian depths are thus a first estimate, not a process prediction.

\subsection{Metallurgical and electrical junctions}

Carriers spread across a metallurgical junction. An electrical junction may be defined by $n=p=n_i$, where $n$ and $p$ are the electron and hole densities and $n_i$ is the intrinsic density. In atomic units the equilibrium potential $\phi$ obeys
\begin{equation}
\phi''=-\frac{4\pi}{\epsilon_r}\left(N_D-N_A+N_B
-2n_i\sinh\frac{\phi}{k_BT}\right),
\end{equation}
with Boltzmann statistics and full ionisation. It was solved at 300 K for the n-type substrate, with $\epsilon_r=11.7$, $n_i=10^{10}\ \mathrm{cm^{-3}}$ and zero field at depths 0 and 1500 nm. The electrical junctions lie at 419 and 991 nm.

The deep one is 202 nm below its metallurgical partner, where the net donor doping is weak. Its position belongs to this finite slab. A one-sided depletion estimate, $\sqrt{2\epsilon V/(eN_B)}$ with $V\approx0.7$ V, gives roughly $1\ \mu\mathrm{m}$ when the phosphorus tail is ignored, more than the $0.7\ \mu\mathrm{m}$ available below the junction. In a slab 2500 nm thick the deep electrical junction lies at 966 nm, 25 nm shallower, and further thickening leaves it there.

The hole sheet density is $1.20\times10^{13}\ \mathrm{cm^{-2}}$, against $1.29\times10^{13}\ \mathrm{cm^{-2}}$ net acceptors in the layer. The largest field is 0.11 MV/cm, below the rough breakdown scale of a few tenths of a MV/cm; applied reverse bias would raise it. The peak hole density is 0.035 of an effective valence-band density of $2\times10^{19}\ \mathrm{cm^{-3}}$, so Boltzmann statistics are adequate.

Full ionisation is less secure. For isolated acceptors 0.045 eV above the band edge, with degeneracy factor 4, local neutrality at the boron peak gives holes from 0.49 of the net acceptors. The isolated-level picture is itself doubtful near $10^{18}\ \mathrm{cm^{-3}}$, so this figure marks an uncertainty in the hole density; it also depends on the valence-band density, rising to 0.58 for $3.1\times10^{19}\ \mathrm{cm^{-3}}$. Placing such levels in the Poisson equation for the 1500 nm slab (donors also 0.045 eV deep, degeneracy factor 2, conduction-band density $2.8\times10^{19}\ \mathrm{cm^{-3}}$) lowers the hole sheet density from $1.20\times10^{13}$ to $6.5\times10^{12}\ \mathrm{cm^{-2}}$, while the electrical junctions move only to 420 and 986 nm. It leaves the metallurgical junctions untouched, since they depend on atomic concentrations. The numerical output below lists the main computed values.

\section*{Computed values}
\begin{verbatim}
random implants with 0 and 2 junctions: 122, 278
phosphorus range, straggle: 500.0, 130.0 nm
boron range, straggle: 550.0, 95.0 nm
phosphorus, boron dose: 2.00e+13, 3.00e+13 cm^-2
phosphorus, boron peak: 6.138e+17, 1.260e+18 cm^-3
log peak ratio L: -0.7191
difference of squared straggles: 7875.0 nm^2
S: 13826.2 nm^2
midpoint of junctions: 607.30 nm
half separation: 184.40 nm
junction depths: 422.90, 791.70 nm
junction depths: 4229.0, 7917.0 angstrom
each species at junctions: 5.148e+17, 4.951e+16 cm^-3
log slope kappa: 0.00952 nm^-1
outward shift for 5% more boron: 5.25 nm
critical boron dose: 1.2470e+13 cm^-2
critical boron dose, equal ranges: 1.4615e+13 cm^-2
boron dose / critical dose: 2.406
low boron dose: 1.00e+13 cm^-2
S at low boron dose: -3477.0 nm^2
junctions at low boron dose: 0
equal-straggle case: donor, acceptor dose: 1.00e+13, 1.20e+13 cm^-2
equal straggle: 100.0 nm
its single junction: 488.54 nm
donor straggle changed to: 101.0 nm
its two junctions: 486.58, 5588.54 nm
log10 of density in cm^-3 at remote junction: -533.6
anneal temperature: 1273.0 K
anneal time: 600.0 s
P, B diffusivity (rough): 8.99e-15, 1.11e-14 cm^2/s
P, B straggle after anneal: 134.09, 101.79 nm
junctions after anneal, diffusion solution: 414.70, 821.31 nm
extra transient rms boron displacement: 50.0 nm
junctions with it, no furnace anneal: 412.03, 902.38 nm
phosphorus fraction beyond surface: 6.00e-05
substrate doping: 1.0e+15 cm^-3
junctions, n-type substrate: 423.10, 789.66 nm
junctions, p-type substrate: 34.20, 422.69, 793.92, 962.26 nm
boron skewness, kurtosis (rough): -1.0, 5.2
skewed boron, no substrate: junctions 0-1500 nm: 81.2, 456.9, 717.3 nm
skewed boron, n-type substrate: junctions: 457.1, 717.0 nm
device temperature: 300.0 K
electrical junctions, n-type substrate: 418.9, 991.3 nm
largest built-in field: 0.111 MV/cm
net acceptor sheet in p layer: 1.286e+13 cm^-2
hole sheet: 1.199e+13 cm^-2
peak hole density / valence band density: 0.0349
ionised-hole fraction, isolated level: 0.49
\end{verbatim}
